# Axial strain sharing in a coherent core-shell wire

## Definitions and conventions

A long, straight wire lies along $z$. Its core has cross-sectional area $A_c$ and unstrained lattice parameter $a_c$; its shell has area $A_s$ and unstrained lattice parameter $a_s$. The lattice mismatch is

$$f=\frac{a_s-a_c}{a_c}.$$

Tension and extension are positive. The interface is coherent: every lattice plane crossing the wire continues from core to shell, so both share one axial period $a$. The axial elastic strain of each part is measured from that part's own unstrained lattice:

$$\varepsilon_c=\frac{a-a_c}{a_c},\qquad \varepsilon_s=\frac{a-a_s}{a_s}.$$

$E_c$ and $E_s$ are Young's moduli for loading along $z$, and $\nu_c$ and $\nu_s$ are the matching Poisson ratios. The wire carries no net axial force and no bending moment, its side surface is free, and the region considered is far from the ends. Elasticity is linear. Surface stress is set aside until its effect is estimated.

The result to be derived, to first order in $f$, is

$$\boxed{\;\varepsilon_c=\frac{E_sA_s}{E_cA_c+E_sA_s}\,f,\qquad \varepsilon_s=-\frac{E_cA_c}{E_cA_c+E_sA_s}\,f\;}$$

Both derivations need the lattice condition. Equating the two expressions for the common period gives $(1+\varepsilon_c)a_c=(1+\varepsilon_s)a_s$. Division by $a_c$, with $a_s/a_c=1+f$, gives

$$1+\varepsilon_c=(1+\varepsilon_s)(1+f)=1+f+\varepsilon_s+f\varepsilon_s .$$

The strains are themselves of order $f$, so $f\varepsilon_s$ is of second order and is dropped:

$$\varepsilon_c-\varepsilon_s=f. \tag{1}$$

## First derivation: two bars in parallel

Suppose that core and shell are tied together along $z$ but are free to change their widths independently. Each is then in uniaxial stress, $\sigma_c=E_c\varepsilon_c$ and $\sigma_s=E_s\varepsilon_s$. The axial forces must cancel:

$$E_cA_c\varepsilon_c+E_sA_s\varepsilon_s=0. \tag{2}$$

Inserting $\varepsilon_s=\varepsilon_c-f$ from (1) gives

$$(E_cA_c+E_sA_s)\varepsilon_c-E_sA_sf=0,$$

which is the first boxed formula. Subtracting $f$ gives the second:

$$\varepsilon_s=f\,\frac{E_sA_s-(E_cA_c+E_sA_s)}{E_cA_c+E_sA_s}=-\frac{E_cA_c}{E_cA_c+E_sA_s}f.$$

The stiffer part, in the sense of larger $EA$, strains less. If $E_sA_s\ll E_cA_c$, the core strain tends to $fE_sA_s/(E_cA_c)$ and the shell takes nearly the whole mismatch. If $E_sA_s\gg E_cA_c$, then $\varepsilon_c\to f$: the shell imposes its period on the core. For equal moduli, $\varepsilon_c=fs$, where $s=A_s/(A_c+A_s)$ is the shell's share of the area.

The bar model can also be solved without dropping $f\varepsilon_s$. The lattice condition then reads $\varepsilon_s=(\varepsilon_c-f)/(1+f)$. Putting this into (2) and multiplying by $1+f$ gives

$$\varepsilon_c=\frac{E_sA_s\,f}{(1+f)E_cA_c+E_sA_s}. \tag{3}$$

This sizes the second-order term from the lattice condition. Other second-order terms, from changes of area and nonlinear elasticity, are not included.

## Second derivation: a wire that is coherent sideways too

In a real coherent wire the lattices must also match around the circumference. This produces transverse stresses, which alter the axial stress through the Poisson effect, so $\sigma_{zz}=E\varepsilon$ no longer holds in each part. Equation (2) must be found another way.

**Uniform total strain.** Take the core lattice as the common reference. Far from the ends the total strain $e_{ij}$ does not depend on $z$. Strain compatibility requires, for example,

$$\frac{\partial^2e_{zz}}{\partial x^2}+\frac{\partial^2e_{xx}}{\partial z^2}=2\frac{\partial^2e_{xz}}{\partial x\,\partial z}.$$

Every term with a $z$ derivative vanishes, leaving $\partial^2e_{zz}/\partial x^2=0$. The corresponding conditions remove the $yy$ and $xy$ second derivatives. Thus $e_{zz}$ is at most linear in $x$ and $y$, and the linear part is bending. If the wire, including its elastic constants, is unchanged by a rotation of less than a full turn about its axis, no direction of bending is preferred and the linear part is zero. Then $e_{zz}=\varepsilon_c$ everywhere, and the shell's elastic axial strain is $\varepsilon_s=\varepsilon_c-f$, as in (1).

**Hooke's law.** For an isotropic material, or a cubic one with the wire along [001] or [111], the axial strain in part $i$ is

$$\varepsilon_i=\frac{\sigma_{zz}-\nu_i(\sigma_{xx}+\sigma_{yy})}{E_i}.$$

The fourfold or threefold symmetry of these axes makes the two transverse Poisson ratios equal and removes any coupling of axial strain to shear stress. Solving for the axial stress,

$$\sigma_{zz}=E_i\varepsilon_i+\nu_i(\sigma_{xx}+\sigma_{yy}). \tag{4}$$

**The transverse stresses average to zero.** Let $\alpha,\beta$ run over $x,y$, with repeated indices summed. Because the stress does not vary along $z$, transverse equilibrium is $\partial_\beta\sigma_{\alpha\beta}=0$. The product rule then gives

$$\partial_\beta(x_\alpha\sigma_{\alpha\beta})=\sigma_{\alpha\alpha}+x_\alpha\partial_\beta\sigma_{\alpha\beta}=\sigma_{xx}+\sigma_{yy}.$$

Integrate over core and shell separately and apply the divergence theorem to each. The two interface integrals cancel, since the traction is continuous and the outward normals are opposite. What remains is the outer boundary:

$$\int(\sigma_{xx}+\sigma_{yy})\,dA=\oint x_\alpha\sigma_{\alpha\beta}n_\beta\,d\ell=0, \tag{5}$$

because the side surface is free of traction. This holds for any shape of section.

**Axial force.** Let $\Sigma$ be the mean of $\sigma_{xx}+\sigma_{yy}$ over the core. By (5), its integral is $A_c\Sigma$ in the core and $-A_c\Sigma$ in the shell. Integrating (4) over the section and setting the total axial force to zero gives

$$E_cA_c\varepsilon_c+E_sA_s\varepsilon_s+(\nu_c-\nu_s)A_c\Sigma=0. \tag{6}$$

Neglecting the difference in Poisson response means setting $\nu_c=\nu_s$. The last term vanishes however large $\Sigma$ is, equation (2) returns, and with (1) it gives the boxed result.

If the ratios differ, inserting $\varepsilon_s=\varepsilon_c-f$ into (6) gives

$$\varepsilon_c=\frac{fE_sA_s-(\nu_c-\nu_s)A_c\Sigma}{E_cA_c+E_sA_s}. \tag{7}$$

A finite-element calculation tested a strong contrast: isotropic parts with equal moduli of 100 GPa, $f=1\%$, a core radius half the wire radius, and $\nu_c=0.10$, $\nu_s=0.40$. The simple rule gave a core strain 7.6% below the computed one, relative to the latter (7.5% once the mesh error is removed), and (7) removed the discrepancy.

## The stresses in a circular wire

A case that can be solved in closed form shows what the sharing rule leaves out. Let both parts be isotropic with the same $E$ and $\nu$, the core radius be $R$ and the outer radius $R_s$. Then $s=1-R^2/R_s^2$ and $\varepsilon_c=fs$.

Try radial displacements $u=\alpha r$ in the core and $u=\beta r+\gamma/r$ in the shell. The shell's elastic strains are the total strains less $f$:

$$e_r=\beta-\frac{\gamma}{r^2}-f,\qquad e_\theta=\beta+\frac{\gamma}{r^2}-f,\qquad e_z=\varepsilon_c-f.$$

With Lamé constants $\lambda$ and $\mu$, the shell stresses are $\sigma_r=K-2\mu\gamma/r^2$ and $\sigma_\theta=K+2\mu\gamma/r^2$, where $K$ is constant. They satisfy radial equilibrium:

$$\frac{d\sigma_r}{dr}+\frac{\sigma_r-\sigma_\theta}{r}=\frac{4\mu\gamma}{r^3}-\frac{4\mu\gamma}{r^3}=0.$$

Continuity of $u$ at $R$ gives $\alpha-\beta=\gamma/R^2\equiv g$. Continuity of $\sigma_r$ there reads

$$\lambda(2\alpha+\varepsilon_c)+2\mu\alpha=\lambda(2\beta+\varepsilon_c-3f)+2\mu(\beta-g-f).$$

Collecting terms and using $\alpha-\beta=g$ gives $(2\lambda+4\mu)g=-(3\lambda+2\mu)f$. Since $\lambda=2\mu\nu/(1-2\nu)$, the ratio $(3\lambda+2\mu)/(\lambda+2\mu)$ equals $(1+\nu)/(1-\nu)$, and

$$g=-\frac{1+\nu}{2(1-\nu)}f.$$

The free surface requires $\sigma_r(R_s)=0$, so $K=2\mu\gamma/R_s^2$. At the interface, with $\gamma=gR^2$ and $2\mu(1+\nu)=E$,

$$\sigma_r(R)=2\mu gR^2\left(\frac1{R_s^2}-\frac1{R^2}\right)=-2\mu gs=\frac{Efs}{2(1-\nu)}.$$

The core strain is uniform, so this is also $\sigma_{xx}=\sigma_{yy}$ throughout the core. Equation (4) and Hooke's law for the transverse strain then give

$$\sigma_{zz}=Efs+\frac{\nu Efs}{1-\nu}=\frac{Efs}{1-\nu},$$

$$\varepsilon_{xx}=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{zz}}{E}=fs\left(\frac12-\frac{\nu}{1-\nu}\right).$$

The axial stress exceeds $E\varepsilon_c$ by the factor $1/(1-\nu)$. The transverse strain is not $-\nu\varepsilon_c$; for $\nu<1/3$ it even has the sign of $f$.

This solution also estimates the Poisson correction. With equal moduli and a small difference $\nu_c-\nu_s$, put $\Sigma\approx Efs/(1-\nu)$ into (7). The relative change of $\varepsilon_c$ is then $-(\nu_c-\nu_s)(1-s)/(1-\nu)$. It is small when the ratios are close or the core occupies little of the section.

## What each derivation assumes

The bar derivation assumes uniaxial stress. It allows different Poisson ratios, but only because it lets the two parts change width independently, which a coherent interface forbids. The second derivation keeps the interface coherent in all directions and allows large transverse stresses. Its price is equal Poisson ratios, a suitable crystal axis and no bending.

They agree on the axial strains because the transverse stresses cancel in the total force, not because they are absent. They disagree on the force within each part. In the bar model the core carries $E_cA_c\varepsilon_c$; in the coherent wire it carries $E_cA_c\varepsilon_c+\nu_cA_c\Sigma$, and the shell carries the opposite force. When the Poisson ratios are close, the boxed formulas may therefore be used for axial strain, while stress and transverse strain need the full elastic solution.

## Example: a silicon channel in a silicon-germanium shell

Take a vertical [001] silicon core, 10 nm in diameter, with a 5 nm shell of Si$_{0.7}$Ge$_{0.3}$. The lattice parameters are rough typical values, 0.543 nm for Si and 0.566 nm for Ge. Linear interpolation gives $a_s=0.5499$ nm and $f=1.271\%$. The measured lattice parameter of the alloy lies below the linear rule, with $f$ near 1.15% at this composition, so the mismatch-driven strains, stresses and valley splitting below are about 10% too large for real Si$_{0.7}$Ge$_{0.3}$. Rough cubic elastic constants, interpolated in the same way, give $E_c=130.4$ GPa and $E_s=122.2$ GPa.

The areas are 78.54 and 235.62 nm², so $E_cA_c=10240$ nN and $E_sA_s=28784$ nN. Hence

$$\varepsilon_c=\frac{28784}{10240+28784}\times1.271\%=0.937\%,\qquad \varepsilon_s=-0.333\%.$$

Equation (3) changes the core strain only to 0.934%. With the core diameter and composition held fixed, shells of 1, 2, 5 and 10 nm give core strains of 0.371, 0.602, 0.937 and 1.121%, approaching $f$ as the shell thickens.

The Poisson ratios are 0.2783 and 0.2765. A finite-element solution with the full cubic elastic constants gives a mean transverse core stress of 0.946 GPa, so $\Sigma=1.892$ GPa. The last digit of these values carries mesh error: the converged figures are 0.943 GPa and $\Sigma=1.887$ GPa, and the mean transverse strain quoted below converges to $+0.150\%$. The correction in (7) is about $0.0018\times78.54\times1.892/39024\approx7\times10^{-6}$, less than 0.1% of the core strain.

The mean axial core stress is a different matter. Equation (4) gives $1.222+0.2783\times1.892\approx1.75$ GPa, in agreement with the finite-element value, whereas $E_c\varepsilon_c$ alone is 1.22 GPa. The mean transverse strain is $+0.151\%$, not the uniaxial $-0.261\%$.

This matters for electrons. Strain shifts a silicon conduction valley on axis $i$ by a term common to all valleys plus $\Xi_u\varepsilon_{ii}$. The $z$ valleys therefore move relative to the $x$ and $y$ valleys by $\Xi_u(\varepsilon_{zz}-\varepsilon_{xx})$. With a rough $\Xi_u=9$ eV this is 71 meV; the uniaxial guess would give 108 meV. The lowered $x$ and $y$ valleys have the light transverse mass along the wire. Confinement adds its own splitting, which is not included. The figure uses the mean transverse strain; with cubic constants $\varepsilon_{xx}$ and $\varepsilon_{yy}$ differ by about 0.06% near the rim of the core, which splits the $x$ and $y$ valleys there by about 5 meV. The splitting also does not show that electrons stay in the core. A rough band-offset estimate puts the lowest valley of the strained shell within about 15 meV of the core's at the interface along $\langle100\rangle$ and only about 60 meV higher at the surface, so a gate field can draw electrons into the shell.

## Surface stress, temperature and loss of coherence

Let the side surface, of perimeter $P$, carry an isotropic surface stress $\tau$. If $\mathbf T$ is the unit tangent to the boundary, the surface exerts a traction $\tau\,d\mathbf T/d\ell$ on the wire. Integration by parts around the closed boundary changes (5) to

$$\int(\sigma_{xx}+\sigma_{yy})\,dA=\tau\oint\mathbf x\cdot\frac{d\mathbf T}{d\ell}\,d\ell=-\tau\oint\mathbf T\cdot\mathbf T\,d\ell=-\tau P.$$

Axial balance becomes $\int\sigma_{zz}\,dA=-\tau P$. For equal Poisson ratios, integrating (4) shows that both strains shift by

$$\delta\varepsilon=-\frac{(1-\nu)\tau P}{E_cA_c+E_sA_s}.$$

For a rough $\tau=1$ N/m the shift is about $-0.12\%$ strain, one eighth of the core strain. Warming by 100 K, with a rough expansion difference of $10^{-6}$ K$^{-1}$ in favour of the shell, adds only 0.007% strain.

Coherence fails if dislocations relieve the mismatch. Consider a circular loop around the core, and cost only the axial part $b$ of its Burgers vector. In an infinite isotropic medium its energy is

$$W=\frac{\mu b^2}{8\pi(1-\nu)}\oint\!\!\oint\frac{d\boldsymbol\ell\cdot d\boldsymbol\ell'}{\sqrt{d^2+\rho^2}}\approx\frac{\mu b^2R}{2(1-\nu)}\left(\ln\frac{8R}{\rho}-2\right),$$

where $d$ is the distance between line elements and $\rho\ll R$ is a core cutoff. The first form is the in-plane interaction of dislocation theory with one particular choice of cutoff; numerical integration for this loop agrees with the second within 1%. The constant depends on that choice: a cutoff placed along the Burgers vector gives $-1$ instead of $-2$ and raises the cost below from about 400 to about 500 eV. With $b=0.2715$ nm, $\rho=0.096$ nm, $\mu=68.4$ GPa and $\nu=0.217$, the cost is roughly 400 eV. The work gained, $\sigma_{zz}A_cb$, is roughly 230 eV. The free surface, omitted here, lowers the cost by only about 30 eV for the 5 nm shell. The estimate thus does not favour this loop, but it depends on the cutoff, omits the rest of the Burgers vector, and says nothing about other defects.

A gate around the wire acts on the core through the shell. A thinner shell brings the gate closer but strains the core less: 0.602% for a 2 nm shell. A pillar held only at its base still carries no net axial force, but a surrounding dielectric or metal, or a contact that holds its top, can supply one. For equal Poisson ratios, an added axial force $F$ alone shifts both strains by $F/(E_cA_c+E_sA_s)$: here 39 nN changes them by 0.1% strain. Within a distance comparable with the wire diameter from the substrate, a contact or a free end, the strain is not uniform along $z$ and the sharing rule does not apply. A short pillar may therefore have no region where it holds. The values used here are collected in the numerical output below.

## Numbers as computed

```
Largest relative error of rule, equal Poisson: 1.2e-14
Contrast test Poisson ratios core, shell: 0.10, 0.40
Simple-rule error in contrast test: -7.6 %
Core diameter: 10.0 nm; shell thickness: 5.0 nm
Ge fraction of shell: 0.30
Rough lattice parameters Si, Ge: 0.543, 0.566 nm
Rough Si c11, c12, c44: 166, 64, 80 GPa
Rough Ge c11, c12, c44: 129, 48, 67 GPa
Shell lattice parameter: 0.5499 nm
Mismatch f: 1.271 %
Axial Young modulus core, shell: 130.4, 122.2 GPa
Axial Poisson ratio core, shell: 0.2783, 0.2765
Area core, shell: 78.54, 235.62 nm^2
E*A core, shell: 10240, 28784 nN
Core axial strain, rule: 0.937 %
Shell axial strain, rule: -0.333 %
E*A*strain core, shell: 95.98, -95.98 nN
Shell 1 nm: core, shell strain 0.371, -0.900 %
Shell 2 nm: core, shell strain 0.602, -0.669 %
Shell 5 nm: core, shell strain 0.937, -0.333 %
Shell 10 nm: core, shell strain 1.121, -0.150 %
Common axial lattice period: 0.54807 nm
Core strain with exact lattice condition: 0.934 %
Core axial strain, finite elements: 0.937 %
Rule error from Poisson difference: 0.071 %
Core mean axial stress, finite elements: 1.748 GPa
Uniaxial guess E*strain for core: 1.222 GPa
Core mean transverse stress: 0.946 GPa
Core mean transverse strain: 0.151 %
Uniaxial guess for transverse strain: -0.261 %
Rough valley deformation potential: 9.0 eV
Valley splitting from full strain: 70.7 meV
Valley splitting from uniaxial guess: 107.8 meV
Rough surface stress: 1.0 N/m
Core strain shift from surface stress: -0.117 %
Rough expansion difference: 1.0e-06 1/K
Core strain shift for 100 K warming: 0.0074 %
Loop Burgers axial part, cutoff: 0.2715, 0.0960 nm
Loop isotropic shear modulus, Poisson ratio: 68.4 GPa, 0.217
Loop energy cost, rough: 405 eV
Work gained by loop, rough: 233 eV
Gain/cost ratio: 0.57
```
